**Time reversal and L-to-L scattering by X phonons in the diamond structure**

The program tests that the space group allows LA/LO and TA phonons at X to scatter an electron between two L1 valleys, and that time reversal then forbids TA. Here $D$ is the deformation potential, $q$ the phonon wavevector, and "sym" and "antisym" are the two squares of the representation carried by the four L1 states. Characters are computed from explicit atomic permutations in a 16-atom periodic cell, and matrix elements separately from a plane-wave pseudopotential with rigidly moving ions. The assertions cover the counts with and without spin, the vanishing TA and TO couplings, and the nonzero TA coupling of an operator that is odd under time reversal. They also cover the growth of the TA coupling away from L and X, which is linear in one in-plane component of $q-X$. The output shows that giving TA the LA/LO deformation potential would produce a spurious rate about 7 times the LA/LO rate, while the residual thermal TA rate is about 6% of it. That percentage combines a chosen LA/LO value with a model TA coupling. The model's own LA/LO coupling is much smaller than the chosen value and is not fixed by the bands at L.

## Numerical check

```python
# RESULT UNDER TEST: for L1 -> L1' scattering in the diamond structure the
# space group allows the LA/LO pair and the TA pair at X, but time reversal
# forbids TA, which lies in the antisymmetrised square of the L1 star.
# TO is forbidden by the space group already.
# Symbols: bonds = four bond directions b_i, L_i = b_i/2 in units 2 pi/a;
# D = deformation potential; groups are ordered TA, LA/LO, TO.
# Model parameters are rough typical values in the regime of germanium.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.interpolate import PchipInterpolator

bonds = np.array([[1, 1, 1], [-1, -1, 1], [1, -1, -1], [-1, 1, -1]])
tau = np.array([1, 1, 1])                      # second atom, units a/4
names = ["TA", "LA/LO", "TO"]
groups = [slice(0, 2), slice(2, 4), slice(4, 6)]

# ---------- phonons: nearest-neighbour springs, energies in meV ----------
w_ta, w_to = 10.0, 34.0
spring_a = (w_ta**2 + w_to**2) / 8
spring_b = (w_to**2 - w_ta**2) / 8


def phonons(q):
    """Squared energies and polarisations; q in units 2 pi/a."""
    off = np.zeros((3, 3), complex)
    for b in bonds:
        k_bond = spring_a * np.eye(3) + spring_b * (np.outer(b, b) - np.eye(3))
        off -= k_bond * np.exp(2j * np.pi * np.dot(q, b) / 4)
    dyn = np.zeros((6, 6), complex)
    dyn[:3, :3] = dyn[3:, 3:] = 4 * spring_a * np.eye(3)
    dyn[:3, 3:] = off
    dyn[3:, :3] = off.conj().T
    return np.linalg.eigh(dyn)


w_x = np.sqrt(phonons([0, 0, 1])[0])
assert np.allclose(w_x[[0, 1, 4, 5]], [w_ta, w_ta, w_to, w_to])
assert abs(w_x[2] - w_x[3]) < 1e-8 and w_ta < w_x[2] < w_to
w_la = w_x[2]
# TA at X must leave every bond length unchanged to first order
e_x = phonons([0, 0, 1])[1]


def stretch(vec):
    total = 0.0
    for b in bonds:
        ph = np.exp(2j * np.pi * b[2] / 4)
        total += abs(np.dot(b, vec[3:] * ph - vec[:3]))**2 / 3
    return total


stretch_ta = sum(stretch(e_x[:, m]) for m in (0, 1))
stretch_to = sum(stretch(e_x[:, m]) for m in (4, 5))
assert stretch_ta < 1e-12 < 1 < stretch_to

# ---------- space-group characters from a periodic 16-atom cell ----------
prim = np.array([[0, 2, 2], [2, 0, 2], [2, 2, 0]])
prim_inv = np.linalg.inv(prim)
cells = list(itertools.product((0, 1), repeat=3))
atoms = [kap * tau + np.array(n) @ prim for kap in (0, 1) for n in cells]


def atom_index(p):
    kap = int(p[0]) % 2
    n = np.rint((p - kap * tau) @ prim_inv).astype(int) % 2
    return 8 * kap + 4 * n[0] + 2 * n[1] + n[2]


assert [atom_index(p) for p in atoms] == list(range(16))
# s-like L1 states, each even about the centre of its own bond
star = np.array([[np.cos(np.pi / 4 * np.dot(b, p - (p[0] % 2) * b)) / 4
                  for b in bonds] for p in atoms])
assert np.allclose(star.T @ star, np.eye(4))
mode_space = [[], [], []]
for q in np.eye(3):
    pol = phonons(q)[1]
    for g, sl in enumerate(groups):
        for vec in pol[:, sl].T:
            mode_space[g].append(np.concatenate(
                [vec[3 * (p[0] % 2):3 * (p[0] % 2) + 3]
                 * np.exp(2j * np.pi * np.dot(q, p) / 4) / np.sqrt(8)
                 for p in atoms]))
mode_space = [np.array(m).T for m in mode_space]

chi_d, chi_d2, cos_angle, chi_ph = [], [], [], []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        rot = np.zeros((3, 3), int)
        for row in range(3):
            rot[row, perm[row]] = signs[row]
        shift = tau * (np.prod(signs) < 0)
        for n in cells:
            move = np.zeros((16, 16))
            for col, p in enumerate(atoms):
                move[atom_index(rot @ p + shift + np.array(n) @ prim), col] = 1
            d_mat = star.T @ move @ star
            assert np.allclose(d_mat @ d_mat.T, np.eye(4))
            chi_d.append(np.trace(d_mat))
            chi_d2.append(np.trace(d_mat @ d_mat))
            det = round(np.linalg.det(rot))
            cos_angle.append((det * np.trace(rot) - 1) / 2)
            big = np.kron(move, rot)
            chi_ph.append([np.sum(m.conj() * (big @ m)) for m in mode_space])
chi_d, chi_d2, cos_angle = map(np.array, (chi_d, chi_d2, cos_angle))
chi_ph = np.array(chi_ph)
order = len(chi_d)


def count(chi):
    raw = chi_ph.conj().T @ chi / order
    assert np.allclose(raw, np.rint(raw.real), atol=1e-8)
    return np.rint(raw.real).astype(int)


assert np.allclose(chi_ph.conj().T @ chi_ph / order, np.eye(3), atol=1e-8)
n_full = count(chi_d**2)
n_sym = count((chi_d**2 + chi_d2) / 2)
n_alt = count((chi_d**2 - chi_d2) / 2)
assert list(n_full) == [1, 1, 0]
assert list(n_sym) == [0, 1, 0] and list(n_alt) == [1, 0, 0]
# spinors: squared spin character 2+2cos, character of the square 2cos
n_spin = count(chi_d**2 * (2 + 2 * cos_angle))
n_spin_t = count((chi_d**2 * (2 + 2 * cos_angle)
                  - chi_d2 * 2 * cos_angle) / 2)
assert list(n_spin) == [2, 2, 2] and list(n_spin_t) == [0, 2, 1]

# ---------- electrons: local pseudopotential in plane waves ----------
a_nm = 0.566
ryd = sc.physical_constants["Rydberg constant times hc in eV"][0]
k_unit = 2 * np.pi / (a_nm * 1e-9)             # 1/m
kin = sc.hbar**2 * k_unit**2 / (2 * sc.m_e) / sc.e
node_q2 = [0, 3, 8, 11, 16, 20]
node_v = [-0.56, -0.23, 0.01, 0.06, 0.0, 0.0]  # Ry
form_curve = PchipInterpolator(node_q2, node_v)


def form(q2, curve=form_curve):
    return ryd * np.where(q2 < 16, curve(np.minimum(q2, 16)), 0.0)


g_all = np.array([g for g in itertools.product(range(-5, 6), repeat=3)
                  if len({x % 2 for x in g}) == 1])
cutoff = 21.7


def bands(center, delta, curve=form_curve):
    """Plane waves, reciprocal vectors, energies, fifth-band vector."""
    g = g_all[np.sum((g_all + center)**2, axis=1) < cutoff]
    waves = g + center + delta
    dg = g[:, None] - g[None]
    ham = form(np.sum(dg**2, axis=2), curve) * 0.5 * (
        1 + np.exp(-2j * np.pi * dg.sum(axis=2) / 4))
    ham = ham + np.diag(kin * np.sum(waves**2, axis=1))
    en, vec = np.linalg.eigh(ham)
    return waves, g, en, vec[:, 4]


zero = np.zeros(3)
for b in bonds:
    waves, g, en_l, vec = bands(b / 2, zero)
    at_first = vec.sum()
    at_partner = np.sum(vec * np.exp(2j * np.pi * waves @ b / 4))
    # equal nonzero values on both atoms of the own bond identify L1
    assert abs(at_first) > 0.1 and abs(at_partner / at_first - 1) < 1e-7
    assert en_l[5] - en_l[4] > 0.1 and en_l[4] - en_l[3] > 0.1
n_waves = len(g)
en_g = bands(zero, zero)[2]


def coupling(i, j, d_i, d_f, odd=False, curve=form_curve):
    """Root-sum-square coupling per group: eV/cm, or 2 pi/a if odd."""
    k1, g1, _, c1 = bands(bonds[i] / 2, d_i, curve)
    k2, g2, _, c2 = bands(bonds[j] / 2, d_f, curve)
    q = (bonds[j] - bonds[i]) / 2 + d_f - d_i
    pol = phonons(q)[1]
    big_q = k2[:, None] - k1[None]
    q2 = np.sum(big_q**2, axis=2)
    dg = (g2[:, None] - g1[None]).sum(axis=2)
    if odd:      # symmetrised momentum times a Gaussian displacement field
        field = 0.5 * (k2[:, None] + k1[None]) * np.exp(-q2 / 8)[..., None]
    else:        # change of potential when the ions move rigidly
        strength = 0.5 * form(q2, curve) * k_unit / 100
        field = -1j * big_q * strength[..., None]
    parts = []
    for phase in (np.ones(dg.shape), np.exp(-2j * np.pi * dg / 4)):
        for ax in range(3):
            parts.append(c2.conj() @ (field[..., ax] * phase) @ c1)
    amp = np.sqrt(2) * np.array(parts) @ pol
    return np.array([np.linalg.norm(amp[sl]) for sl in groups])


d_even = coupling(0, 1, zero, zero)
d_odd = coupling(0, 1, zero, zero, odd=True)
assert d_even[1] > 1e6
assert max(d_even[0], d_even[2]) < 1e-7 * d_even[1]
assert d_odd[0] > 1e-3 and max(d_odd[1], d_odd[2]) < 1e-7 * d_odd[0]
for j in (2, 3):
    assert np.allclose(coupling(0, j, zero, zero), d_even,
                       rtol=1e-6, atol=1e-6 * d_even[1])

# Change the potential only between the wavevectors that fix the bands:
# the bands stay, the allowed coupling moves, the zeros survive.
node_shift = 0.04                              # Ry, applied at q^2 = 5.5
d_la_changed = []
for sign in (-1, 1):
    changed = PchipInterpolator(
        [0, 3, 5.5, 8, 11, 16, 20],
        node_v[:2] + [float(form_curve(5.5)) + sign * node_shift] + node_v[2:])
    assert np.allclose(bands(bonds[0] / 2, zero, changed)[2],
                       bands(bonds[0] / 2, zero)[2], atol=1e-8)
    d_new = coupling(0, 1, zero, zero, curve=changed)
    assert max(d_new[0], d_new[2]) < 100       # roundoff of terms near 1e8
    d_la_changed.append(d_new[1])
la_values = d_la_changed + [d_even[1]]
assert max(la_values) - min(la_values) > 0.05 * max(la_values)

# ---------- how the forbidden coupling grows away from L and X ----------
step = 0.005


def ta_opposite(direction, size):
    """TA coupling when q - X = size * direction, shared by both electrons."""
    half = size * np.array(direction) / 2
    return coupling(0, 1, -half, half)[0]


d_x1 = ta_opposite([1, 0, 0], step)
d_x2 = ta_opposite([1, 0, 0], 2 * step)
d_z2 = ta_opposite([0, 0, 1], 2 * step)
d_plus = ta_opposite([1, 1, 0], step)
d_minus = ta_opposite([1, -1, 0], step)
ratio_linear = d_x2 / d_x1
assert abs(ratio_linear - 2) < 0.1 and d_z2 < 0.05 * d_x2
assert d_plus < 0.1 * d_minus and abs(d_minus / d_x1 - 2) < 0.1
generic = np.array([0.5, 0.3, 0.8])
d_s1 = coupling(0, 1, 0.01 * generic, 0.01 * generic)[0]
d_s2 = coupling(0, 1, 0.02 * generic, 0.02 * generic)[0]
ratio_quadratic = d_s2 / d_s1
assert abs(ratio_quadratic - 4) < 0.4
slope_ev = d_x1 / (step * k_unit / 100)

# ---------- worked example: scattering at 300 K ----------
temp, rho = 300.0, 5300.0                      # K, kg/m^3
d_input = 3e8                                  # eV/cm, rough LA/LO value
m_l, m_t = 1.6, 0.08                           # electron masses
m_dos = (m_l * m_t**2)**(1 / 3)
kt_mev = sc.k * temp / sc.e * 1e3
energy = 1.5 * kt_mev


def dos(e_mev):
    e_j = max(e_mev, 0) * 1e-3 * sc.e
    return (2 * m_dos * sc.m_e)**1.5 * np.sqrt(e_j) / (4 * np.pi**2 * sc.hbar**3)


def rate(d_squared, w_mev):
    """Rate in 1/s to three valleys; d_squared in (eV/cm)^2."""
    omega = w_mev * 1e-3 * sc.e / sc.hbar
    occ = 1 / np.expm1(w_mev / kt_mev)
    both = occ * dos(energy + w_mev) + (occ + 1) * dos(energy - w_mev)
    return 3 * np.pi * d_squared * (100 * sc.e)**2 / (rho * omega) * both


rate_la = rate(d_input**2, w_la)
rate_false = rate(d_input**2, w_ta)

rng = np.random.default_rng(7)
k_long, k_trans = [np.sqrt(2 * m * sc.m_e * energy * 1e-3 * sc.e)
                   / sc.hbar / k_unit for m in (m_l, m_t)]


def shell_point(b):
    u = rng.normal(size=3)
    u /= np.linalg.norm(u)
    axis = b / np.sqrt(3)
    return k_trans * u + (k_long - k_trans) * np.dot(u, axis) * axis


def shell_average(number, scale):
    """Squared couplings and the first-order TA law on scaled shells."""
    squares, law = [], []
    for _ in range(number):
        d_i = scale * shell_point(bonds[0])
        d_f = scale * shell_point(bonds[1])
        squares.append(coupling(0, 1, d_i, d_f)**2)
        dq = d_f - d_i
        law.append((d_x1 / step * (dq[0] - dq[1]))**2)
    return np.array(squares), np.mean(law)


samples, law_full = shell_average(200, 1.0)
mean_sq = samples.mean(axis=0)
err_sq = samples.std(axis=0, ddof=1) / np.sqrt(len(samples))
assert err_sq[0] < 0.15 * mean_sq[0]
small, law_small = shell_average(60, 0.02)
law_ratio_small = small[:, 0].mean() / law_small
assert abs(law_ratio_small - 1) < 0.1          # higher orders and sampling
rate_ta_off = rate(mean_sq[0], w_ta)
rate_to_off = rate(mean_sq[2], w_to)
n_c = 8 * (m_dos * sc.m_e * sc.k * temp / (2 * np.pi * sc.hbar**2))**1.5 / 1e6

print("space-group operations in the periodic cell:", order)
for g, name in enumerate(names):
    print(f"{name}: count full/sym/antisym = {n_full[g]}/{n_sym[g]}/{n_alt[g]}")
    print(f"{name}: with spin, space group/with T = {n_spin[g]}/{n_spin_t[g]}")
print(f"lattice constant = {a_nm} nm; plane waves = {n_waves}")
print("form-factor nodes q^2 [(2pi/a)^2]:", node_q2)
print("form-factor nodes v [Ry]:", node_v)
print(f"L1 edge above valence top = {en_l[4] - en_g[3]:.3f} eV")
print(f"Gamma edge above valence top = {en_g[4] - en_g[3]:.3f} eV")
print(f"X phonons TA, LA/LO, TO = {w_ta:.1f}, {w_la:.2f}, {w_to:.1f} meV")
print(f"bond-stretch sum TA, TO = {stretch_ta:.1e}, {stretch_to:.3f}")
for g, name in enumerate(names):
    print(f"{name}: model D at exact L and X = {d_even[g]:.3e} eV/cm")
    print(f"{name}: T-odd test coupling = {d_odd[g]:.3e} (2pi/a)")
print(f"potential change at q^2 = 5.5: -/+ {node_shift} Ry, bands at L same")
print("LA/LO model D after change = "
      f"{d_la_changed[0]:.3e}, {d_la_changed[1]:.3e} eV/cm")
print(f"TA growth on doubling q-X along x = {ratio_linear:.3f}")
print(f"TA for q-X along z over along x = {d_z2 / d_x2:.1e}")
print(f"TA for q-X along [110] over [1-10] = {d_plus / d_minus:.1e}")
print(f"TA growth on doubling equal shifts = {ratio_quadratic:.3f}")
print(f"first-order TA constant along x = {slope_ev:.3f} eV")
print(f"small shells: TA mean D^2 / first-order law = {law_ratio_small:.3f}")
print(f"thermal shells: same ratio = {mean_sq[0] / law_full:.3f}")
print(f"T = {temp:.0f} K, kT = {kt_mev:.2f} meV, E = {energy:.2f} meV")
print(f"density = {rho / 1000:.1f} g/cm3; input LA/LO D = {d_input:.1e} eV/cm")
print(f"masses long, trans, DOS = {m_l}, {m_t}, {m_dos:.3f} m_e")
print(f"shell radii long, trans = {k_long:.4f}, {k_trans:.4f} (2pi/a)")
print(f"LA/LO rate with input D = {rate_la:.3e} 1/s")
print(f"spurious TA rate with the same D = {rate_false:.3e} 1/s")
print(f"spurious TA rate / LA/LO rate = {rate_false / rate_la:.2f}")
for g, name in enumerate(names):
    print(f"{name}: thermal rms model D = {np.sqrt(mean_sq[g]):.3e} eV/cm")
print(f"relative sampling error of TA mean D^2 = {err_sq[0] / mean_sq[0]:.3f}")
print(f"residual TA rate on thermal shells = {rate_ta_off:.3e} 1/s")
print(f"residual TO rate on thermal shells = {rate_to_off:.3e} 1/s")
print(f"residual TA rate / spurious TA rate = {rate_ta_off / rate_false:.4f}")
print(f"residual TA rate / LA/LO rate = {rate_ta_off / rate_la:.4f}")
print(f"collision broadening = {sc.hbar * rate_la / sc.e * 1e3:.3f} meV")
print(f"effective density of states (degeneracy scale) = {n_c:.2e} cm^-3")
print("all assertions hold")
```

Printed output:

```
space-group operations in the periodic cell: 384
TA: count full/sym/antisym = 1/0/1
TA: with spin, space group/with T = 2/0
LA/LO: count full/sym/antisym = 1/1/0
LA/LO: with spin, space group/with T = 2/2
TO: count full/sym/antisym = 0/0/0
TO: with spin, space group/with T = 2/1
lattice constant = 0.566 nm; plane waves = 108
form-factor nodes q^2 [(2pi/a)^2]: [0, 3, 8, 11, 16, 20]
form-factor nodes v [Ry]: [-0.56, -0.23, 0.01, 0.06, 0.0, 0.0]
L1 edge above valence top = 0.955 eV
Gamma edge above valence top = 1.222 eV
X phonons TA, LA/LO, TO = 10.0, 25.06, 34.0 meV
bond-stretch sum TA, TO = 1.8e-34, 5.333
TA: model D at exact L and X = 2.319e-07 eV/cm
TA: T-odd test coupling = 2.535e+00 (2pi/a)
LA/LO: model D at exact L and X = 1.282e+07 eV/cm
LA/LO: T-odd test coupling = 3.133e-15 (2pi/a)
TO: model D at exact L and X = 1.196e-06 eV/cm
TO: T-odd test coupling = 1.360e-15 (2pi/a)
potential change at q^2 = 5.5: -/+ 0.04 Ry, bands at L same
LA/LO model D after change = 4.377e+07, 5.590e+06 eV/cm
TA growth on doubling q-X along x = 1.998
TA for q-X along z over along x = 3.8e-14
TA for q-X along [110] over [1-10] = 1.9e-14
TA growth on doubling equal shifts = 3.981
first-order TA constant along x = 8.323 eV
small shells: TA mean D^2 / first-order law = 1.001
thermal shells: same ratio = 0.957
T = 300 K, kT = 25.85 meV, E = 38.78 meV
density = 5.3 g/cm3; input LA/LO D = 3.0e+08 eV/cm
masses long, trans, DOS = 1.6, 0.08, 0.217 m_e
shell radii long, trans = 0.1150, 0.0257 (2pi/a)
LA/LO rate with input D = 7.965e+11 1/s
spurious TA rate with the same D = 5.797e+12 1/s
spurious TA rate / LA/LO rate = 7.28
TA: thermal rms model D = 2.794e+07 eV/cm
LA/LO: thermal rms model D = 2.127e+07 eV/cm
TO: thermal rms model D = 5.761e+07 eV/cm
relative sampling error of TA mean D^2 = 0.077
residual TA rate on thermal shells = 5.029e+10 1/s
residual TO rate on thermal shells = 1.221e+10 1/s
residual TA rate / spurious TA rate = 0.0087
residual TA rate / LA/LO rate = 0.0631
collision broadening = 0.524 meV
effective density of states (degeneracy scale) = 1.02e+19 cm^-3
all assertions hold
```
